\section*{Doping or Oxide Thickness: Which Moves a Long-Channel MOS Threshold More?}

\section{The decision and the model}

A threshold calculation for a transistor needs a channel doping and an oxide thickness, and both are known only within some tolerance. Suppose that the doping may be 10 percent high and the oxide 5 percent thick. Which input should be pinned down first? The answer depends on which error moves the threshold more. For an acceptor density of $10^{18}\,\mathrm{cm^{-3}}$ and 2 nm of silicon dioxide, the standard long-channel model gives 19.2 mV for the doping error and 16.3 mV for the oxide error. Doping leads by only 3 mV. The leading large-logarithm estimate puts the oxide slightly ahead, and the first correction reverses the order.

The transistor is an n-channel device on uniformly doped p-type silicon. The source is tied to the body, all acceptors are ionized, carriers obey Boltzmann statistics, and the oxide contains no charge. The gate is n$^+$ polysilicon, treated first as a metal whose Fermi level lies at the silicon conduction-band edge. Temperature and gate work function are held fixed while doping or thickness changes.

The algebra uses atomic units, so the elementary charge is 1 and a permittivity is $\epsilon=\kappa/(4\pi)$, with $\kappa$ the relative permittivity. I write $\theta=k_BT$, $N$ for the acceptor density, $n_i$ for the intrinsic density and $t$ for the oxide thickness. The electrostatic potential $\psi(x)$ is zero deep in the silicon and positive near the oxide, where it lowers the electron energy by $\psi$. A potential in volts has the same numerical value as the corresponding electron energy in eV.

\section{The threshold formula}

In the bulk, the hole and electron densities satisfy $p_b-n_b=N$ and $p_bn_b=n_i^2$. Since $n_i\ll N$, we have $p_b\simeq N$ and $n_b\simeq n_i^2/N$. The bulk Fermi level lies below the intrinsic level by
\begin{equation}
\phi=\theta L,\qquad L=\ln\frac{N}{n_i}.
\end{equation}
Threshold is defined here by a surface electron density equal to $N$. Because $n=n_be^{\psi/\theta}$, the surface potential is then
\begin{equation}
\psi_s=\theta\ln\frac{N}{n_b}=2\theta L=2\phi .
\end{equation}

The charge follows from Poisson's equation,
\begin{equation}
\epsilon\psi''=N+n_be^{\psi/\theta}-p_be^{-\psi/\theta}.
\end{equation}
Multiply by $\psi'$. The left side becomes the derivative of $\epsilon\psi'^2/2$. Integrating from the bulk, where $\psi=\psi'=0$, to the surface, where the field is $F=-\psi'$, gives
\begin{equation}
\frac{\epsilon F^2}{2}=N\psi_s+\theta n_b\left(e^{\psi_s/\theta}-1\right)
+\theta p_b\left(e^{-\psi_s/\theta}-1\right).
\label{first}
\end{equation}
At threshold $e^{\psi_s/\theta}=N/n_b$. The electron term is therefore $\theta(N-n_b)$, and the hole term is $\theta(n_i^2/N-p_b)$. With $p_b=N+n_b$, their sum is
\begin{equation}
\theta\left(N-n_b+\frac{n_i^2}{N}-N-n_b\right)
=\theta\left(\frac{n_i^2}{N}-2n_b\right)\simeq-\theta n_b .
\end{equation}
The two contributions $\pm\theta N$ have cancelled. What remains is smaller than $N\psi_s$ by a factor of order $(n_i/N)^2$. The magnitude of the semiconductor charge per area is thus
\begin{equation}
Q=\epsilon F=\sqrt{2\epsilon N\psi_s}.
\end{equation}
This is the usual depletion formula, but at this threshold it gives the total charge, inversion electrons included.

Gauss's law at the interface sets the oxide field to $Q/\epsilon_{ox}$, so the oxide drop is $V_{ox}=Qt/\epsilon_{ox}$. The flat-band voltage is the gate work function minus that of the silicon. Taking the intrinsic level at midgap, the silicon Fermi level lies $E_g/2+\phi$ below the conduction edge, and hence $V_{FB}=-E_g/2-\phi$. Adding the potential drops gives
\begin{equation}
V_T=V_{FB}+2\phi+V_{ox}=-\frac{E_g}{2}+\phi+V_{ox}.
\label{vt}
\end{equation}
One of the two $\phi$ terms has gone into the flat-band voltage. This matters below, because the change of the remaining $\phi$ with doping supplies most of the lead.

\section{Leading order and first correction}

Let the doping be multiplied by $r=1.10$ and the thickness by $s=1.05$, one at a time. The thickness enters (\ref{vt}) through a single linear factor, so
\begin{equation}
\Delta V_t=(s-1)V_{ox}.
\label{dt}
\end{equation}
Doping changes $L$ to $L+\ln r$. It therefore raises $\phi$ by $\theta\ln r$ and multiplies $\psi_s$ by $1+\ln r/L$. The charge contains the square root of $N\psi_s$, which gives
\begin{equation}
\Delta V_N=\theta\ln r+V_{ox}\left[\sqrt{r\left(1+\frac{\ln r}{L}\right)}-1\right].
\label{dn}
\end{equation}

The large parameter is $L$. To compare terms consistently, hold $v=V_{ox}/\phi$ fixed as $L$ grows. Since $\theta=\phi/L=V_{ox}/(vL)$, the first term of (\ref{dn}) is of relative order $1/L$. For the second, use $\sqrt{1+x}=1+x/2-x^2/8+\cdots$ with $x=\ln r/L$:
\begin{equation}
\frac{\Delta V_N}{V_{ox}}=(\sqrt r-1)
+\frac{\ln r}{L}\left(\frac1v+\frac{\sqrt r}{2}\right)
+O(L^{-2}).
\end{equation}
Subtracting (\ref{dt}) gives the lead of doping, $D=\Delta V_N-\Delta V_t$:
\begin{equation}
\frac{D}{V_{ox}}=(\sqrt r-s)
+\frac{\ln r}{L}\left(\frac1v+\frac{\sqrt r}{2}\right)+O(L^{-2}).
\label{lead}
\end{equation}

The leading term explains why the contest is close. If $r=1+2b$ and $s=1+b$, then
\begin{equation}
\sqrt{1+2b}-(1+b)=-\frac{b^2}{2}+O(b^3).
\end{equation}
The linear parts cancel: the charge varies as the square root of doping, so twice the percentage is needed to match a change of thickness. The curvature of the square root leaves a small advantage to the oxide. The $1/L$ term is positive and has two sources. The Fermi level itself moves, and the larger band bending uncovers additional acceptors.

\section{Numbers for 2 nm of oxide}

Take rough typical values for silicon at 300 K: $n_i=10^{10}\,\mathrm{cm^{-3}}$, $E_g=1.12$ eV, $\kappa=11.7$ for silicon and 3.9 for the oxide. Then $\theta=0.02585$ eV, $L=\ln10^8=18.42$, $\phi=0.4762$ V and $\psi_s=0.9524$ V.

Define the width $W=Q/N=\sqrt{2\epsilon\psi_s/N}$, which is 35.09 nm here. Since $Q=NW$ and $\psi_s=NW^2/(2\epsilon)$, the oxide drop can be found without further unit conversion:
\begin{equation}
V_{ox}=2\psi_s\frac{\epsilon}{\epsilon_{ox}}\frac tW
=2(0.9524)(3)\frac{2}{35.09}\ \mathrm V=0.3257\ \mathrm V.
\end{equation}
Equation (\ref{vt}) gives $V_T=-0.56+0.4762+0.3257=0.242$ V.

The oxide move is $0.05\times325.7=16.28$ mV. For the doping move, $\theta\ln1.1=2.46$ mV and $\ln1.1/L=0.00517$, so
\begin{align}
\Delta V_N&=2.46+325.7\left[\sqrt{1.1(1.00517)}-1\right]\ \mathrm{mV}\nonumber\\
&=2.46+16.78\ \mathrm{mV}=19.24\ \mathrm{mV}.
\end{align}
The lead is 2.96 mV. Hundredths of a millivolt are kept to expose small differences within the model; they are not a claim about a device.

The expansion assigns this lead to its orders. The leading term is $(1.04881-1.05)\,325.7=-0.39$ mV, so at that order the oxide wins. The first correction consists of 2.46 mV from the Fermi level and
\begin{equation}
325.7\times\frac{1.0488\times0.00517}{2}\ \mathrm{mV}=0.88\ \mathrm{mV}
\end{equation}
from the extra bending. The total is $-0.39+2.46+0.88=2.95$ mV, which agrees with the unexpanded value to rounding. The next term, $-V_{ox}\sqrt r\,(\ln r/L)^2/8$, is about $-0.001$ mV. The expansion is thus accurate even though its first correction changes the sign: the leading coefficient is small because two larger changes nearly cancel.

By (\ref{dt}), the thickness increase that would match the doping move is $19.24/325.7=5.9$ percent. If the oxide tolerance exceeds this value while the doping tolerance stays at 10 percent, the order reverses within this model.

\section{Thin oxide, thick oxide and body bias}

Using (\ref{dt}) and (\ref{dn}) without expansion, the lead is
\begin{equation}
D=\theta\ln r+V_{ox}\left[\sqrt{r\left(1+\frac{\ln r}{L}\right)}-s\right].
\label{fulllead}
\end{equation}
For a very thin oxide $V_{ox}\to0$, and the lead tends to 2.46 mV. This is the Fermi-level move, which needs no oxide drop. For a thick oxide the bracket dominates. At the present doping it equals $+0.0015$, so the lead grows slowly with thickness, while the ratio of the two moves tends to $0.0515/0.05=1.03$. In relative terms a thick oxide brings the contest close to a tie.

The bracket is positive when $r(1+\ln r/L)>s^2$, or
\begin{equation}
L<\frac{\ln r}{s^2/r-1}=\frac{0.09531}{0.002273}=41.9.
\end{equation}
Here $L=18.4$, so in this model the ranking holds for every thickness at zero body bias. Above the critical value the bracket is negative, but a sufficiently thin oxide still leaves doping ahead through the first term of (\ref{fulllead}).

Now hold the body at a voltage $V_B$ below the source. Electrons near the surface are in equilibrium with the source, so their density acquires a factor $e^{-V_B/\theta}$. Reaching surface density $N$ requires $\psi_s=2\phi+V_B$. The electron term in (\ref{first}) is again $\theta N$ at this point, and the same cancellation gives $Q=\sqrt{2\epsilon N(2\phi+V_B)}$. With the gate voltage measured from the source, the lead becomes
\begin{equation}
D=\theta\ln r+V_{ox}\left[
\sqrt{r\left(1+\frac{2\theta\ln r}{2\phi+V_B}\right)}-s\right].
\end{equation}
For $V_B=1$ V, the oxide drop rises to $325.7\sqrt{1.9524/0.9524}=466$ mV. The moves are 25.8 mV for doping and 23.3 mV for oxide. Both are larger, but the lead falls to 2.5 mV, for two reasons. A fixed change of $2\phi$ is a smaller fraction of the total bending, and the larger oxide drop magnifies the negative term $\sqrt r-s$.

\section{When threshold means a fixed sheet density}

A threshold may instead be read at a fixed number of inversion electrons per area. This is a different criterion, and it costs doping part of its lead. Near the surface the potential falls almost linearly, so the electron density decays as $e^{-Fx/\theta}$ and its integral is
\begin{equation}
n_\square\simeq\frac{n_i^2}{N}e^{\psi_s/\theta}\frac{\theta}{F}.
\label{sheet}
\end{equation}
For $F$ take the field of the depletion charge. Dropping the electron term from (\ref{first}) leaves $\epsilon F^2/2=N(\psi_s-\theta)$. At the original threshold $F=0.535$ MV/cm and $n_\square=4.8\times10^{10}\,\mathrm{cm^{-2}}$.

Keep this $n_\square$ fixed while $N$ rises. Taking the logarithm of (\ref{sheet}) gives
\begin{equation}
\Delta\psi_s=\theta\ln r+\theta\ln\frac{F'}{F}
\simeq\frac32\theta\ln r,
\end{equation}
because $F$ grows roughly as $\sqrt N$. The flat-band voltage still falls by $\theta\ln r$, so the direct move is about half its previous value. Solving the condition numerically, with the inversion charge constant, gives 17.6 mV for doping and 16.3 mV for oxide. The lead is now 1.4 mV.

\section{Effects comparable with the margin}

A margin of one to three millivolts is easily changed by omitted physics. The next three estimates use the fixed-density criterion, whose starting lead is 1.4 mV.

\paragraph{Quantum confinement.} The surface field confines electrons in a nearly triangular well. For motion normal to a (100) surface with mass $m=0.916$, the lowest level is $E_0=2.338\,(F^2/2m)^{1/3}$, or 0.115 eV above the band edge at the surface. Summing the Airy levels of silicon's two heavy and four light valleys, and solving for the same sheet density, raises the threshold by 98 mV. More doping strengthens the field, and $E_0$ grows as $F^{2/3}$. A field increase of about 5 percent lifts the level by some 4 meV. The higher levels rise as well, while part of the shift is offset because the classical layer also becomes thinner. The net gain in the doping move is 3.3 mV. Confinement also requires more surface bending, which makes the oxide drop larger and its change with doping greater by 1.2 mV. The full sum gives moves of 22.2 and 17.0 mV, a lead of 5.2 mV. These figures belong to a triangular well with a hard wall. A self-consistent well lowers the threshold rise to 96 mV and the lead to 5.1 mV. Letting the wave functions enter a 3.1 eV oxide barrier lowers them further, to 87 mV and 4.9 mV.

\paragraph{Polysilicon depletion.} A gate with donor density $N_g$ supplies its charge by losing electrons near the oxide. If that layer were fully depleted, the potential drop in it would be $Q^2/(2\epsilon N_g)=\psi_sN/N_g$, or 9.5 mV for $N_g=10^{20}\,\mathrm{cm^{-3}}$. This is less than $\theta$, which is 25.9 meV, so the electrons are only partly removed and the depletion formula fails. Solving Poisson's equation in the gate with Fermi--Dirac electrons and an effective conduction-band density of $2.7\times10^{19}\,\mathrm{cm^{-3}}$ gives 35 mV. Confinement of the gate electrons is left out. With these inputs the gate Fermi level lies about 66 meV above the band edge rather than at it; this lowers $V_T$ by a constant and leaves both moves unchanged. The drop is now nearly proportional to $Q$, hence roughly to $\sqrt N$, and does not depend on $t$. It adds 1.9 mV to the doping move, and the lead becomes 3.2 mV.

\paragraph{Band-gap narrowing.} The Slotboom--de Graaff estimate is $9\,\mathrm{meV}\,[u+\sqrt{u^2+1/2}\,]$ with $u=\ln(N/10^{17}\,\mathrm{cm^{-3}})$, or 42 meV here. It grows with doping and lowers the threshold, so it works against the doping move. With half the narrowing in the conduction band the lead is 0.2 mV. With all of it there the lead is $-0.6$ mV, and the oxide wins. These sizes depend on the fit: a later refit of the same formula, with 6.92 meV and a reference density of $1.3\times10^{17}\,\mathrm{cm^{-3}}$, gives 29 meV and leads of 0.5 and $-0.2$ mV. All these figures apply the narrowing of neutral silicon in full at the surface, where the holes that cause part of it are depleted, so they may overstate the effect. If the narrowing is confined to the neutral bulk, doping keeps a lead of 1 mV or more. The classical fixed-density result thus depends on how narrowing is treated at the surface.

With all three effects included, the lead is 5.9 mV for the half share and 5.1 mV for the full share, or about 0.4 mV less in each case with a self-consistent well and a finite oxide barrier. Confinement outweighs narrowing in these estimates.

The remaining effects are compared with the original 2.96 mV lead. Fermi--Dirac statistics for the surface electrons add 0.03 mV to the surface-potential part of the doping move; the accompanying change in the oxide drop is smaller still. If boron lies 45 meV above a valence band of effective density $2.7\times10^{19}\,\mathrm{cm^{-3}}$, with level degeneracy 4, about 65 percent of the bulk acceptors are ionized; the lead is then about 2.8 mV. At this doping the level is in fact shallower; near 30 meV the fraction is about 75 percent and the lead about 2.9 mV. At 400 K, with the gap fixed and $n_i\propto T^{3/2}e^{-E_g/(2k_BT)}$, the lead is 4.15 mV.

Oxide charge can undo the result. A sheet charge $Q_f$ at the interface adds $-Q_ft/\epsilon_{ox}$ to $V_T$, and this term also scales with $t$. A tie requires $-Q_ft/\epsilon_{ox}=2.96/0.05=59$ mV. The semiconductor charge $NW=3.5\times10^{12}$ electrons per $\mathrm{cm^2}$ produces 325.7 mV, so the required charge is negative, with density $6.4\times10^{11}\,\mathrm{cm^{-2}}$. The fixed charge of thermal oxide on silicon is normally positive, and positive charge widens the lead instead.

\section{The real device}

The parameters are roughly those of an n-channel silicon transistor of the 130 nm generation, but with a long channel. The oxide field at threshold is 1.6 MV/cm, well below a rough breakdown field of 10 MV/cm. A semiclassical tunnelling estimate, with a 3.1 eV barrier and an oxide mass of 0.42, gives a gate leakage near $4\times10^{-5}\,\mathrm{A/cm^2}$ at threshold. For comparison, a drain current of 100 nA in a device with a gate 1 $\mu$m square corresponds to $10\,\mathrm{A/cm^2}$ of gate area, so leakage does not disturb such a reading. The classical description of the inversion layer is a much poorer assumption: confinement moves the threshold itself by about 0.1 V. Real channels may also have nonuniform doping and short-channel charge sharing, neither of which is sized here.

For the doping, thickness and tolerances used here, with a uniform long channel and little oxide charge, most of these estimates put the doping error first. Its advantage is a few millivolts in moves of about 20 mV, so a modest change in either tolerance can reverse the priority.
